A Large Kohn-Sham Gap Does Not Certify a Thermally Stable Precursor

In PBE with the 6-31G* basis, formic acid has an orbital gap of 5.55 eV and carbon monosulfide, CS, one of 4.06 eV. If a larger gap meant a molecule harder to decompose, formic acid would be the tougher of the two. Yet formic acid can lose H₂ over a barrier of about 3.3 eV, while breaking CS costs about 6.8 eV (both MP2 in the same basis, zero-point energy included). The order is reversed, and by several electronvolts.

**The two quantities**

The Kohn-Sham gap is a difference of orbital energies at one arrangement of the nuclei, here the reactant minimum R₀:

Δ = ε_LUMO(R₀) − ε_HOMO(R₀).

The electronic barrier of a decomposition channel is a difference of total ground-state energies at two arrangements, the minimum and the saddle R‡:

ΔE‡ = E(R‡) − E(R₀).

The rule under examination says that the molecule with the larger Δ is the more stable one thermally. One pair of molecules that violates it is enough to refute it as a general rule.

**The counter-example**

In a metal alkyl M–C–C–H, beta-hydride transfer moves a hydrogen from the second carbon to the metal. In a formate ligand the corresponding four-centre ring is M–O–C–H. Formic acid is its metal-free prototype, with a hydrogen in the place of M:

H–C(=O)–O–H → H₂ + CO₂.

Its barrier is not that of any metal precursor; its use here is to test the general rule. Geometries and vibrations are HF/3-21G for formic acid and HF/6-31G* for CS. Energies are single points in 6-31G*, with core electrons left uncorrelated in MP2. The MP2 and PBE barriers are therefore estimates at Hartree-Fock geometries, not energies of saddles located with those methods. These are modest levels, so two energy methods are compared.

From the minimum to the saddle, the C–H distance grows from 1.07 to 1.66 Å, the O–H distance grows from 0.97 to 1.23 Å, and the H–H distance shrinks from 2.82 to 1.12 Å. The old bonds loosen while the new one forms. The saddle has one direction of negative curvature. Downhill runs from it restore the C–H and O–H bonds on one side and form H₂ on the other, where H–H reaches 0.78 Å.

The MP2 barrier with zero-point energy is

3.676 − 0.329 = 3.347 eV.

The zero-point term is negative because the stretching motion that becomes the reaction coordinate no longer contributes a bound vibration, and the other frequencies change too. PBE gives 3.090 − 0.329 = 2.761 eV.

An isolated CS molecule has one bond, so its decomposition must supply the dissociation energy: 6.85 eV in MP2 and 7.52 eV in PBE, with the zero-point energy of CS subtracted. Therefore

gap, formic acid minus CS: 5.551 − 4.057 = +1.49 eV,

decomposition energy, formic acid minus CS: 3.347 − 6.849 = −3.50 eV (MP2).

In PBE the second difference is 2.761 − 7.515 = −4.75 eV. The two methods disagree by 0.59 eV on the formic acid barrier, but not on the order. The values are not converged in the basis. At the same geometries and with the same zero-point terms, cc-pVTZ lowers the formic acid barrier to 3.05 eV (MP2) and 2.64 eV (PBE), raises the CS dissociation energy to 7.28 and 7.60 eV, and gives PBE gaps of 5.48 and 4.02 eV. The order is unchanged.

Could entropy restore the order? To favour the breaking of CS, assume that no saddle rises above the separated atoms, and place the bottleneck at a large separation R where the attraction has faded. Rotation at fixed separation r has the classical partition function 2μr²k_BT/ħ², with μ the reduced mass. Relative to the bond length r₀, the bottleneck gains a factor (R/r₀)². For R = 10 Å and r₀ = 1.52 Å this is about 43, which lowers the free-energy barrier at 500 K by

k_BT ln 43 = 0.0431 × 3.76 ≈ 0.16 eV.

The separating atoms, both triplets with three orbital states, also have 9 × 9 = 81 electronic states, split by spin-orbit coupling. They would lower the barrier by at most another k_BT ln 81 ≈ 0.19 eV. Both terms are small beside 3.5 eV. Other channels of formic acid, which were not computed, could only make it decompose faster and so widen the contrast. The comparison concerns isolated molecules; it says nothing about reactions between two CS molecules.

**The correct statement**

Assume nuclei moving on the electronic ground-state surface, thermal equilibrium in the reactant well, and classical motion across the bottleneck, without tunnelling or recrossing. Then the rate constant of one channel is

k = (k_BT/h) exp(−ΔG‡/k_BT),

where ΔG‡ is the free-energy difference between bottleneck and reactant. The reactant gap is not an argument of this formula. Without further information about the molecule, no function of the gap can replace ΔG‡.

**Proof, first part: the rate**

Let s be the reaction coordinate, with momentum p and mass m. Molecules cross the bottleneck s = s‡ with velocity p/m, and those with p > 0 count. Each pair (s, p) carries the phase-space weight ds dp/h. Let Q be the reactant partition function and Q‡ that of all other motions at the bottleneck, each counted from its own zero-point level. Let ΔE₀‡ be the barrier between those levels. The one-way flux per reactant molecule is

k = (Q‡/Q) exp(−ΔE₀‡/k_BT) (1/h) ∫₀^∞ (p/m) exp(−p²/2mk_BT) dp.

The position integral has been removed by fixing s = s‡. With u = p²/2m, du = (p/m) dp, and the remaining integral is

∫₀^∞ exp(−u/k_BT) du = k_BT.

The mass cancels, leaving

k = (k_BT/h)(Q‡/Q) exp(−ΔE₀‡/k_BT).

Defining

ΔG‡ = ΔE₀‡ − k_BT ln(Q‡/Q)

gives the stated form. As a test, the flux of a classical two-dimensional double well was integrated numerically; it agrees with the harmonic version of this formula to 0.6%.

Apart from the temperature, the nuclear masses and any electronic degeneracy, every ingredient comes from the ground-state surface. For harmonic vibrations and rigid rotation, it is enough to know the energies at two places and the frequencies and moments of inertia there. ∎

**Proof, second part: no function of the gap will do**

The counter-example already excludes, within the computed levels, a rule for real molecules in which the barrier always rises with the gap. A simple model shows that the freedom is complete when nothing else is specified. Let independent electrons doubly occupy the lowest levels ε_i(q) of a Hamiltonian that depends on a nuclear coordinate q, and let U(q) be the repulsion between the cores:

E(q) = F(q) + U(q), F(q) = 2 Σ_i ε_i(q).

U is a number, not an operator on the electrons, so it changes no orbital energy. Choose

U(q) = B(q² − 1)² − F(q), with B > 0.

Then E(q) = B(q² − 1)². Its minima lie at q = ±1, where E = 0, and its maximum between them lies at q = 0, where E = B. The barrier is B. Any positive B can be combined with the same levels, and hence with the same gap at every q. No function of the gap alone can return B. ∎

In real molecules the core repulsion is fixed by Coulomb's law, so gap and barrier may happen to run together within a family of similar compounds. Such a trend has to be established for that family; it does not follow from the definition of the gap.

**What the gap does control**

There is a true statement close to the false one. Displace the nuclei slightly and keep the part of the electrons' Hamiltonian that is linear in the displacement, H₀ + qW. (A part quadratic in q would add to the curvature an average over the occupied orbitals, which contains no energy denominators and is left out here.) Second-order perturbation theory gives

ε_i(q) = ε_i + qW_ii + q² Σ_{n≠i} |W_in|²/(ε_i − ε_n) + …

Summing over occupied levels with two electrons each, and differentiating twice, gives

F''(0) = 4 Σ_i Σ_{n≠i} |W_in|²/(ε_i − ε_n).

If n is also occupied, the pair appears twice with opposite denominators and cancels. Only empty levels a remain:

F''(0) = −4 Σ_i Σ_a |W_ia|²/(ε_a − ε_i).

Diagonalizing a six-level example at small ±q confirms this: −3.3596 in both calculations, in atomic units. Since every denominator is at least Δ,

|F''(0)| ≤ (4/Δ) Σ_i Σ_a |W_ia|².

For given couplings, a large gap thus limits how much the electrons soften the molecule against a small distortion. In the limit Δ → ∞ at fixed W this softening vanishes. But the couplings differ between molecules, and the result is a curvature at one point. A saddle, with a C–H distance stretched by more than half an ångström, lies far outside its reach. In a self-consistent Kohn-Sham calculation the potential also responds to the displacement. The formula leaves out that response, so it does not give the full force constant there.

**Why the gap need not be paid**

It is tempting to think that breaking a bond requires lifting an electron from the HOMO to the LUMO. At the formic acid saddle the PBE gap has narrowed from 5.55 to about 4.1 eV, but it has not closed, and the PBE electronic barrier, 3.09 eV, is smaller than either value. The saddle energy is that of a closed-shell solution in which the lowest orbitals are still doubly occupied. The orbitals change shape along the path, from C–H and O–H bonding towards H–H bonding, without an electron being placed in the LUMO. At the saddle this closed-shell solution is locally stable against spin polarization, in both Hartree-Fock and PBE with the 6-31G* basis.

The gap also depends strongly on the theory that supplies the orbitals. In the 6-31G* basis, replacing PBE by Hartree-Fock, which is not a Kohn-Sham functional but serves for comparison, raises the gap of formic acid by 12.0 eV and its electronic barrier by 1.3 eV. The size of the first shift also reflects the basis, which lacks the diffuse functions that can lower an empty Hartree-Fock orbital: in 6-31++G** the Hartree-Fock gap is 14.2 eV instead of 17.6 eV. At a given temperature and pressure the molecule has one decomposition rate, so a stability threshold stated as a gap has no meaning until the method and the basis are named, and even then it is not a barrier.

**Reading the rates**

At 500 K, k_BT = 0.0431 eV. The MP2 free-energy barrier is 3.344 eV, almost equal to the 3.347 eV found above, so Q‡/Q is close to one at this temperature. A looser bottleneck, with a larger Q‡, would bring ΔG‡ further below ΔE₀‡. The half-life is

t½ = ln 2/k = (h ln 2/k_BT) exp(ΔG‡/k_BT) ≈ 6.7 × 10⁻¹⁴ s × exp(77.6) ≈ 3 × 10²⁰ s.

In this estimate, which leaves out tunnelling, formic acid is long-lived at 500 K through this channel. The example refutes the ranking by gap; it does not show a molecule that falls apart at that temperature. Putting the PBE gap in place of ΔG‡ would give 6 × 10⁴² s, too long by a factor of about 10²².

The error becomes practical when the gas is hotter. The MP2 half-life falls to 1 s at about 1230 K. There k_BT = 0.106 eV and ΔG‡ ≈ 3.31 eV, so using the gap would lengthen the estimate by

exp[(5.55 − 3.31)/0.106] ≈ 10⁹,

turning one second into decades.

These lifetimes carry large uncertainties. At 500 K an error of 0.1 eV in the barrier changes the rate tenfold, and the PBE barrier shortens the half-life to 4 × 10¹⁴ s. The cc-pVTZ basis lowers the MP2 barrier by 0.30 eV, which shortens the 500 K half-life about a thousandfold and lowers the temperature of the 1 s half-life by about 100 K. All the lifetimes assume enough collisions to keep the reactant in thermal equilibrium; at low pressure the decomposition is slower. Tunnelling is left out. The Wigner factor, 1 + (ħω/k_BT)²/24 with ω the size of the imaginary frequency, is 3.95, but it is a leading correction for small ħω/k_BT, and here that ratio is 0.363/0.0431 ≈ 8.4. It signals that tunnelling matters at 500 K without giving its size. The reactant is the conformer with the hydroxyl hydrogen on the carbonyl side; fast exchange with the other conformer, whose hydroxyl hydrogen faces the C–H bond as the ring requires, is assumed, and the latter's population is neglected.

**Judging a precursor**

Solving the half-life formula for the barrier gives the value at which half of the molecules survive a chosen time t:

ΔG‡ = k_BT ln[k_BT t/(h ln 2)].

For t = 1 s at 500 K this is 0.0431 × ln(1.5 × 10¹³) ≈ 1.3 eV. Where the rate formula holds and the products do not return, a precursor held at 500 K with a beta-hydride channel below that value is mostly lost within seconds, whatever its gap. Both conditions need checking. Beta-hydride transfer can be reversible, and a fast return to the precursor can prevent most of the loss. At low pressure, too few collisions can slow the reaction.

Parallel channels add their rates, k_total = k₁ + k₂ + …, and no term is negative. Suppose that at least half of a precursor must survive for the time t at the process temperature. Under the two conditions above, one barrier below the value given by the formula is then enough to reject it. One high barrier does not clear it: the remaining channels, including those at surfaces and between molecules, must be examined at the process temperature. The values used here are collected in the numerical output.

Table of computed values

```
Temperature: 500 K; kT: 0.04309 eV
Response test, numerical and formula: -3.35956, -3.35955 a.u.
Flux test, quadrature/harmonic rate: 1.0056
Saddle curvature, energies and Hessian: -0.36027, -0.36101 a.u.
HCOOH C-O hydroxyl, minimum and saddle: 1.351, 1.266 angstrom
HCOOH C-O carbonyl, minimum and saddle: 1.198, 1.144 angstrom
HCOOH O-H, minimum and saddle: 0.970, 1.230 angstrom
HCOOH C-H, minimum and saddle: 1.074, 1.655 angstrom
HCOOH H-H, minimum and saddle: 2.824, 1.123 angstrom
Backward run, C-H and O-H: 1.143, 0.942 angstrom
Forward run, C-H and H-H: 1.840, 0.783 angstrom
HCOOH PBE gap, minimum and saddle: 5.551, 4.138 eV
HCOOH HF gap, minimum and saddle: 17.582, 13.978 eV
HCOOH MP2 electronic barrier: 3.676 eV
HCOOH MP2 barrier with zero-point energy: 3.347 eV
HCOOH MP2 free-energy barrier: 3.344 eV
HCOOH PBE electronic barrier: 3.090 eV
HCOOH PBE barrier with zero-point energy: 2.761 eV
HCOOH PBE free-energy barrier: 2.757 eV
HCOOH HF electronic barrier: 4.381 eV
HCOOH HF barrier with zero-point energy: 4.052 eV
HCOOH HF free-energy barrier: 4.048 eV
HCOOH zero-point change: -0.329 eV
HCOOH total thermal correction: -0.333 eV
HCOOH imaginary-mode quantum: 0.3627 eV
HCOOH Wigner factor: 3.95
HCOOH half-life from MP2 barrier: 3.346e+20 s
HCOOH half-life from PBE barrier: 4.134e+14 s
HCOOH half-life if PBE gap were the barrier: 6.015e+42 s
HCOOH temperature for 1 s half-life, MP2: 1231 K
HCOOH HF minus PBE gap: 12.030 eV
HCOOH HF minus PBE barrier: 1.291 eV
CS bond length: 1.519 angstrom; zero-point energy: 0.089 eV
CS gap, PBE and HF: 4.057, 14.664 eV
CS MP2 dissociation energy with zero-point energy: 6.849 eV
CS PBE dissociation energy with zero-point energy: 7.515 eV
Rate factor for a 0.1 eV barrier change: 10.18
```
